# Two Zero-Voltage States in an Internally Biased Antiferroelectric Capacitor: test program

```python
# Result under test: an antiferroelectric-like film with energy density
#   f(P) = a P^2/2 - b P^4/4 + c P^6/6,   20ac/9 < b^2 < 4ac,
# and internal bias field E_i has exactly two locally stable states at zero
# applied voltage if and only if E_b < |E_i| < E_f.
# P: polarization; E_f, E_b: forward and backward switching fields of the
# unbiased film; d: thickness; V: applied voltage; D: electrode charge density.
# The bias comes from electrode work functions: E_i = (phi2 - phi1)/(e d).
import numpy as np
import sympy as sp
from scipy.constants import e, epsilon_0, k
from scipy.integrate import quad
from scipy.optimize import brentq


def field_of(P, a, b, c):
    return a * P - b * P**3 + c * P**5


def slope_of(P, a, b, c):
    return a - 3 * b * P**2 + 5 * c * P**4


def energy(P, E, a, b, c):
    return a * P**2 / 2 - b * P**4 / 4 + c * P**6 / 6 - E * P


def equilibria(E, a, b, c):
    """All real stationary polarizations, split into stable and unstable."""
    s = np.sqrt(b / c)
    coef = np.array([c * s**5, 0, -b * s**3, 0, a * s, -E]) / (a * s)
    r = np.roots(coef)
    real = np.sort(r[np.abs(r.imag) < 1e-7].real) * s
    up = slope_of(real, a, b, c) > 0
    return real[up], real[~up]


def switching(a, b, c):
    """Closed-form turning points and switching fields."""
    root = np.sqrt(9 * b**2 - 20 * a * c)
    P1 = np.sqrt((3 * b - root) / (10 * c))
    P2 = np.sqrt((3 * b + root) / (10 * c))
    return P1, P2, field_of(P1, a, b, c), field_of(P2, a, b, c)


# --- Reduction of the full electrode energy, done symbolically
A, B, C, d_, eps, q = sp.symbols("A B C d eps q", positive=True)
P_, D_, V_, w1, w2 = sp.symbols("P D V w1 w2", real=True)
f = A * P_**2 / 2 - B * P_**4 / 4 + C * P_**6 / 6
G = d_ * (f + (D_ - P_)**2 / (2 * eps)) + D_ * (w1 - w2) / q - V_ * D_
E_tot = V_ / d_ + (w2 - w1) / (q * d_)
D_eq = sp.solve(sp.diff(G, D_), D_)[0]
assert sp.simplify(D_eq - P_ - eps * E_tot) == 0
reduced = d_ * (f - E_tot * P_ - eps * E_tot**2 / 2)
assert sp.simplify(sp.expand(G.subs(D_, D_eq) - reduced)) == 0
hess = sp.hessian(G, (D_, P_)).det()
assert sp.simplify(hess - d_**2 * sp.diff(f, P_, 2) / eps) == 0

# --- Counting rule against polynomial roots for random films and biases
rng = np.random.default_rng(4)
n_tested = 0
n_two = 0
for _ in range(1500):
    ar = 10**rng.uniform(9, 10)
    cr = 10**rng.uniform(12, 14)
    br = np.sqrt(rng.uniform(2.3, 3.95) * ar * cr)
    _, _, Efr, Ebr = switching(ar, br, cr)
    assert 0 < Ebr < Efr
    Ei = rng.uniform(-1.6, 1.6) * Efr
    if min(abs(abs(Ei) - Efr), abs(abs(Ei) - Ebr)) < 1e-3 * Efr:
        continue
    count = len(equilibria(Ei, ar, br, cr)[0])
    assert count == (2 if Ebr < abs(Ei) < Efr else 1)
    n_tested += 1
    n_two += count == 2
assert 100 < n_two < n_tested - 100
# Outside the allowed range of b^2/(ac) the picture changes
for ratio in (4.1, 5.0, 7.0):
    assert len(equilibria(0.0, 1.0, np.sqrt(ratio), 1.0)[0]) == 3
    assert switching(1.0, np.sqrt(ratio), 1.0)[3] < 0
for ratio in (1.0, 2.0, 2.2):
    for E in np.linspace(-2, 2, 201):
        assert len(equilibria(E, 1.0, np.sqrt(ratio), 1.0)[0]) == 1

# --- Worked example (SI units)
a, b, c = 3.0e9, 3.3e11, 1.0e13
par = (a, b, c)
d = 10e-9
work_step = 0.8 * e
V_bias = work_step / e
E_i = V_bias / d
P1, P2, E_f, E_b = switching(*par)
for Pt, Et in ((P1, E_f), (P2, E_b)):
    assert abs(2 * Pt**3 * (b - 2 * c * Pt**2) / Et - 1) < 1e-9
stable, unstable = equilibria(E_i, *par)
assert len(stable) == 2 and len(unstable) == 1
P_low, P_high = stable
P_saddle = unstable[0]

# Barriers: energy differences against the integral of the restoring field
g_low, g_high, g_sad = (energy(x, E_i, *par)
                        for x in (P_low, P_high, P_saddle))
bar_low, bar_high = g_sad - g_low, g_sad - g_high
for start, bar in ((P_low, bar_low), (P_high, bar_high)):
    area = quad(lambda x: field_of(x, *par) - E_i, start, P_saddle)[0]
    assert bar > 0 and abs(area / bar - 1) < 1e-7


# Field at which both states are equally deep, checked by equal areas
def depth_difference(E):
    lo, hi = equilibria(E, *par)[0]
    return energy(lo, E, *par) - energy(hi, E, *par)


E_M = brentq(depth_difference, E_b * 1.0001, E_f * 0.9999, xtol=1e-3)
lo_M, hi_M = equilibria(E_M, *par)[0]
mid_M = equilibria(E_M, *par)[1][0]
area1 = quad(lambda x: field_of(x, *par) - E_M, lo_M, mid_M)[0]
area2 = quad(lambda x: field_of(x, *par) - E_M, mid_M, hi_M)[0]
assert abs(area1 + area2) < 1e-6 * area1
assert (g_high < g_low) == (E_i > E_M)

# Thickness window at fixed work-function step
d_min, d_max = V_bias / E_f, V_bias / E_b
for thick, n in ((0.99 * d_min, 1), (1.01 * d_min, 2),
                 (0.99 * d_max, 2), (1.01 * d_max, 1)):
    assert len(equilibria(V_bias / thick, *par)[0]) == n


# --- Relaxation dynamics: P moves down the energy slope
def relax(P, V, bias, steps=3000, rate=1e-11):
    E = (V + bias) / d
    for _ in range(steps):
        x = P * P
        P += rate * (E - P * (a - x * (b - c * x)))
    return P


def after_pulse(V_pulse, bias, P_start):
    return relax(relax(P_start, V_pulse, bias), 0.0, bias)


written = after_pulse(1.5, V_bias, P_low)
erased = after_pulse(-1.5, V_bias, written)
P_deep = relax(written, -3.0, V_bias)
erased_deep = relax(P_deep, 0.0, V_bias)
assert P_deep < -P2
assert abs(written - P_high) < 1e-6
assert abs(erased - P_low) < 1e-6
assert abs(erased_deep - P_low) < 1e-6
# Pulses just below the write and erase thresholds leave the state alone
V_write, V_erase = E_f * d - V_bias, E_b * d - V_bias
assert abs(after_pulse(V_write - 0.02, V_bias, P_low) - P_low) < 1e-6
assert abs(after_pulse(V_erase + 0.02, V_bias, P_high) - P_high) < 1e-6
# Controls: no bias, bias too small, bias too large
controls = []
for bias in (0.0, 0.2, 1.3):
    plus = after_pulse(1.5, bias, 0.0)
    minus = after_pulse(-1.5, bias, plus)
    assert abs(plus - minus) < 1e-6
    controls.append((bias, plus, minus))

# Full loop: record voltages where P crosses the unstable middle regions
P_mid = (P1 + P2) / 2
V_grid = np.linspace(-3, 3, 601)


def sweep(voltages, P):
    crossings, P_zero = {}, None
    for V in voltages:
        new = relax(P, V, V_bias)
        for name, level in (("upper", P_mid), ("lower", -P_mid)):
            if (P - level) * (new - level) < 0:
                assert name not in crossings
                crossings[name] = V
        P = new
        if abs(V) < 1e-9:
            P_zero = P
    return crossings, P_zero, P


up, P0_up, P_end = sweep(V_grid, relax(-0.15, -3.0, V_bias))
down, P0_down, _ = sweep(V_grid[::-1], P_end)
loop = [("upper loop, rising V", up["upper"], V_write, 1),
        ("upper loop, falling V", down["upper"], V_erase, -1),
        ("lower loop, rising V", up["lower"], -E_b * d - V_bias, 1),
        ("lower loop, falling V", down["lower"], -E_f * d - V_bias, -1)]
for _, seen, predicted, sign in loop:
    # voltage grid 0.01 V plus critical slowing just past a turning point
    assert -1e-9 <= sign * (seen - predicted) <= 0.03
assert abs(P0_up - P_low) < 1e-6 and abs(P0_down - P_high) < 1e-6

# --- Output
MV = 1e8      # V/m in one MV/cm
uC = 1e-2     # C/m^2 in one uC/cm^2
print(f"a = {a:.2e} V m/C")
print(f"b = {b:.2e} V m^5/C^3")
print(f"c = {c:.2e} V m^9/C^5")
print(f"b^2/(ac) = {b**2 / (a * c):.3f} (allowed {20 / 9:.3f} to 4)")
print(f"zero-field relative permittivity = {1 + 1 / (epsilon_0 * a):.1f}")
print(f"thickness d = {d * 1e9:.1f} nm")
print(f"work-function step = {work_step / e:.2f} eV")
print(f"bias field E_i = {E_i / MV:.3f} MV/cm")
print(f"turning point P1 = {P1 / uC:.2f} uC/cm^2")
print(f"turning point P2 = {P2 / uC:.2f} uC/cm^2")
print(f"forward field E_f = {E_f / MV:.3f} MV/cm")
print(f"backward field E_b = {E_b / MV:.3f} MV/cm")
print(f"equal-depth field E_M = {E_M / MV:.3f} MV/cm")
print(f"bias window = {E_b * d:.3f} to {E_f * d:.3f} V")
print(f"thickness window = {d_min * 1e9:.2f} to {d_max * 1e9:.2f} nm")
print(f"low state at V=0: P = {P_low / uC:.2f} uC/cm^2")
print(f"saddle at V=0: P = {P_saddle / uC:.2f} uC/cm^2")
print(f"high state at V=0: P = {P_high / uC:.2f} uC/cm^2")
print(f"charge difference = {(P_high - P_low) / uC:.2f} uC/cm^2")
print(f"energy high minus low = {(g_high - g_low) / 1e6:.3f} MJ/m^3")
print(f"barrier from low = {bar_low / 1e6:.3f} MJ/m^3")
print(f"barrier from high = {bar_high / 1e6:.3f} MJ/m^3")
cube = (10e-9)**3
print(f"barrier from low, 10 nm cube = {bar_low * cube / e:.2f} eV")
print(f"barrier from high, 10 nm cube = {bar_high * cube / e:.2f} eV")
print(f"kT at 300 K = {k * 300 / e:.4f} eV")
for name, seen, predicted, _ in loop:
    print(f"{name}: formula {predicted:.3f} V, simulated {seen:.2f} V")
print(f"after +1.5 V pulse: P = {written / uC:.2f} uC/cm^2")
print(f"after -1.5 V pulse: P = {erased / uC:.2f} uC/cm^2")
print(f"during -3 V pulse: P = {P_deep / uC:.2f} uC/cm^2")
print(f"after -3 V pulse: P = {erased_deep / uC:.2f} uC/cm^2")
for bias, plus, minus in controls:
    print(f"bias {bias:.1f} V, after +1.5 / -1.5 V pulse: "
          f"{abs(round(plus / uC, 2)):.2f} / "
          f"{abs(round(minus / uC, 2)):.2f} uC/cm^2")
print(f"random films tested = {n_tested}, with two states = {n_two}")
print("success")
```

Printed output:

```
a = 3.00e+09 V m/C
b = 3.30e+11 V m^5/C^3
c = 1.00e+13 V m^9/C^5
b^2/(ac) = 3.630 (allowed 2.222 to 4)
zero-field relative permittivity = 38.6
thickness d = 10.0 nm
work-function step = 0.80 eV
bias field E_i = 0.800 MV/cm
turning point P1 = 6.11 uC/cm^2
turning point P2 = 12.67 uC/cm^2
forward field E_f = 1.165 MV/cm
backward field E_b = 0.354 MV/cm
equal-depth field E_M = 0.805 MV/cm
bias window = 0.354 to 1.165 V
thickness window = 6.86 to 22.59 nm
low state at V=0: P = 2.94 uC/cm^2
saddle at V=0: P = 9.47 uC/cm^2
high state at V=0: P = 14.72 uC/cm^2
charge difference = 11.78 uC/cm^2
energy high minus low = 0.063 MJ/m^3
barrier from low = 1.559 MJ/m^3
barrier from high = 1.496 MJ/m^3
barrier from low, 10 nm cube = 9.73 eV
barrier from high, 10 nm cube = 9.34 eV
kT at 300 K = 0.0259 eV
upper loop, rising V: formula 0.365 V, simulated 0.37 V
upper loop, falling V: formula -0.446 V, simulated -0.45 V
lower loop, rising V: formula -1.154 V, simulated -1.15 V
lower loop, falling V: formula -1.965 V, simulated -1.97 V
after +1.5 V pulse: P = 14.72 uC/cm^2
after -1.5 V pulse: P = 2.94 uC/cm^2
during -3 V pulse: P = -16.38 uC/cm^2
after -3 V pulse: P = 2.94 uC/cm^2
bias 0.0 V, after +1.5 / -1.5 V pulse: 0.00 / 0.00 uC/cm^2
bias 0.2 V, after +1.5 / -1.5 V pulse: 0.67 / 0.67 uC/cm^2
bias 1.3 V, after +1.5 / -1.5 V pulse: 15.49 / 15.49 uC/cm^2
random films tested = 1496, with two states = 344
success
```
